# Background Energy of a Slab with Charged Defects on Both Faces: a numerical check

```python
# Result under test: in a periodic slab cell with uniform neutralizing background,
# the part of the electrostatic energy per defect that is linear in cell height L is
#   q^2 L/(24 eps0 A) for one charged defect per cell, and
#   q^2 L/(12 eps0 A) for two equal defects, one on each face of a symmetric slab.
# A: lateral area, d: slab thickness, eps: relative permittivity, w = L-d: vacuum,
# s: in-plane Gaussian width of each charge, G: lateral wave number.
# Lengths in nm, energies in eV, charges in units of e; K = e/eps0 in V nm.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.special import erfc

K = const.e / const.epsilon_0 * 1e9
side, d0, eps0r, s0 = 1.5, 1.0, 10.0, 0.1
A = side**2
SINGLE, PAIR, ANTI = (0, 1), (1, 1), (1, -1)   # (lower face, upper face)


def planar(L, d=d0, eps=eps0r, area=A):
    """Closed-form laterally averaged energies: single, equal pair, opposite pair."""
    w, t = L - d, d / eps
    core = (w**3 + d**3 / eps) / L**2
    single = K / (24 * area) * (core + 3 * w * t / (w + t))
    return np.array([single, K / (6 * area) * core,
                     K / (2 * area) * w * t / (w + t)])


def lateral_modes(nmax=12):
    """Distinct nonzero lateral wave numbers of the square lattice, with counts."""
    n = np.arange(-nmax, nmax + 1)
    n2 = (n[:, None]**2 + n[None, :]**2).ravel()
    values, counts = np.unique(n2[n2 > 0], return_counts=True)
    return 2 * np.pi / side * np.sqrt(values), counts


def lateral(L, d=d0, eps=eps0r, s=s0, nmax=12):
    """Closed-form energies of the laterally varying part, same order as planar."""
    G, m = lateral_modes(nmax)
    tw, td = np.tanh(G * (L - d) / 2), np.tanh(G * d / 2)
    weight = m * np.exp(-(G * s)**2) / G
    pair = K / A * np.sum(weight / (tw + eps * td))
    anti = K / A * np.sum(weight / (1 / tw + eps / td))
    return np.array([(pair + anti) / 4, pair, anti])


def grid_solve(L, h, G, eps=eps0r, d=d0):
    """Finite-volume solution of the periodic Poisson equation for one lateral mode."""
    n = int(round(L / h))
    z = -L / 2 + h * np.arange(n)
    e_mid = np.where(np.abs(z + h / 2) < d / 2, eps, 1.0)
    both = e_mid + np.roll(e_mid, 1)
    i = np.arange(n)
    j = (i + 1) % n
    rows = np.concatenate([i, i, j])
    cols = np.concatenate([i, j, i])
    vals = np.concatenate([both / h**2 + G**2 * both / 2,
                           -e_mid / h**2, -e_mid / h**2])
    M = coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsc()
    rhs = np.zeros((n, 3))
    lo, hi = int(round((L - d) / 2 / h)), int(round((L + d) / 2 / h))
    for k, charges in enumerate((SINGLE, PAIR, ANTI)):
        rhs[lo, k] += charges[0] / h
        rhs[hi, k] += charges[1] / h
    u = np.zeros((n, 3))
    if G == 0:
        rhs -= rhs.mean(axis=0)          # uniform neutralizing background
        u[1:] = splu(M[1:, 1:].tocsc()).solve(rhs[1:])
    else:
        u = splu(M).solve(rhs)
    return z, u, h * np.sum(rhs * u, axis=0)


def grid_planar(L, h=0.01, eps=eps0r):
    return K / (2 * A) * grid_solve(L, h, 0.0, eps)[2]


def grid_lateral(L, h):
    total = np.zeros(3)
    for G, m in zip(*lateral_modes()):
        total += m * np.exp(-(G * s0)**2) * grid_solve(L, h, G)[2]
    return K / (2 * A) * total


def ewald(L, charges, b=side, alpha=2.5):
    """Point charges in vacuum at z=-d/2,+d/2, cell side x b x L, with background."""
    q = np.array(charges, float)
    pos = np.array([-d0 / 2, d0 / 2])
    cell = np.array([side, b, L])
    vol = np.prod(cell)
    nr = np.ceil(6.5 / alpha / cell).astype(int) + 1
    X, Y, Z = np.meshgrid(*[np.arange(-k, k + 1) * c for k, c in zip(nr, cell)],
                          indexing="ij")
    real = 0.0
    for a in range(2):
        for c in range(2):
            r = np.sqrt(X**2 + Y**2 + (Z + pos[a] - pos[c])**2).ravel()
            r = r[r > 1e-9]
            real += 0.5 * q[a] * q[c] * np.sum(erfc(alpha * r) / r)
    ng = (12 * alpha * cell / (2 * np.pi)).astype(int) + 1
    gx, gy, gz = [2 * np.pi * np.arange(-k, k + 1) / c for k, c in zip(ng, cell)]
    g2 = gx[:, None, None]**2 + gy[None, :, None]**2 + gz[None, None, :]**2
    g2[ng[0], ng[1], ng[2]] = np.inf
    S2 = np.abs(np.exp(1j * np.outer(gz, pos)) @ q)**2
    recip = 2 * np.pi / vol * np.sum(np.exp(-g2 / (4 * alpha**2)) / g2 * S2)
    own = alpha / np.sqrt(np.pi) * np.sum(q**2)
    background = np.pi * q.sum()**2 / (2 * vol * alpha**2)
    return K / (4 * np.pi) * (real + recip - own - background)


# Planar formulas against the grid solution, for several heights and permittivities
for eps in (1.0, 3.0, 10.0):
    for L in (4.0, 8.0, 16.0):
        assert np.allclose(grid_planar(L, eps=eps), planar(L, eps=eps), rtol=2e-4)

# Laterally varying part; the grid error must fall as the square of the spacing
lat_exact = lateral(4.0)
lat_coarse, lat_fine = grid_lateral(4.0, 0.01), grid_lateral(4.0, 0.005)
assert np.allclose(lat_fine, lat_exact, rtol=1e-3)
err_ratio = (lat_coarse - lat_exact) / (lat_fine - lat_exact)
assert np.all(np.abs(err_ratio - 4) < 0.5)
full_grid = grid_planar(4.0, 0.005) + lat_fine
assert abs(full_grid[0] - (full_grid[1] + full_grid[2]) / 4) < 1e-7
cutoff_shift = np.max(np.abs(lateral(4.0, nmax=16) - lat_exact))
assert cutoff_shift < 1e-6
assert np.max(np.abs(lateral(32.0) - lateral(8.0))) < 1e-8

# Three-dimensional Ewald sums of point charges in vacuum
L1, L2 = 30.0, 60.0
unit = K / (24 * A)
assert abs(ewald(L1, PAIR) - ewald(L1, PAIR, alpha=3.0)) < 1e-7


def ewald_slope(charges, b=side):
    return (ewald(L2, charges, b) - ewald(L1, charges, b)) / (L2 - L1)


slope_one = ewald_slope(SINGLE)
slope_two = ewald_slope(PAIR) / 2
slope_opp = ewald_slope(ANTI) / 2
slope_wide = ewald_slope(PAIR, 2 * side) / 2
dplanar = (planar(L2, eps=1.0) - planar(L1, eps=1.0)) / (L2 - L1)
dwide = (planar(L2, eps=1.0, area=2 * A)
         - planar(L1, eps=1.0, area=2 * A)) / (L2 - L1)
assert abs(slope_one - unit) < 1e-7
assert abs(slope_two - dplanar[1] / 2) < 1e-7
assert abs(slope_opp - dplanar[2] / 2) < 1e-7
assert abs(slope_wide - dwide[1] / 2) < 1e-7
assert abs(slope_two / slope_one - 2) < 0.005
assert abs(slope_wide / slope_one - 1) < 0.005
assert abs(slope_opp / slope_one) < 0.005

# Doubling in the dielectric slab, from grid energies only
g16, g32 = grid_planar(16.0), grid_planar(32.0)
inc_one, inc_two = (g32 - g16)[0], (g32 - g16)[1] / 2
assert abs(inc_two / inc_one - 2) < 0.002

# Potentials and fields of the laterally averaged problem
Lx, h = 4.0, 0.005
z, u, _ = grid_solve(Lx, h, 0.0)
phi = K / A * u
field = -(np.roll(phi, -1, axis=0) - phi) / h
inside = np.abs(z + h / 2) < d0 / 2
F_in = np.max(np.abs(field[inside]), axis=0)
F_out = np.max(np.abs(field[~inside]), axis=0)
well = phi.max(axis=0) - phi.min(axis=0)
w, t = Lx - d0, d0 / eps0r


def pair_well(L):
    return K / A * (L - d0)**2 / (4 * L)


c = -w / (2 * (w + t))
zmin = Lx * (c + 1)
assert abs(well[1] - pair_well(Lx)) < 1e-3
assert abs(well[0] - K / A * (zmin - d0 / 2)**2 / (2 * Lx)) < 1e-3
assert abs(F_out[1] - K / A * w / Lx) < 0.02
assert abs(F_in[1] - K / A * d0 / (Lx * eps0r)) < 0.02
drop = np.abs(phi[int(round((Lx + d0) / 2 / h)), 0]
              - phi[int(round((Lx - d0) / 2 / h)), 0])
binding, breakdown, gap, r_near = 3.0, 10.0, 8.0, 0.3
L_spill = brentq(lambda L: pair_well(L) - binding, d0 + 1e-6, 50.0)
F_near = K / (4 * np.pi) / ((eps0r + 1) / 2) / r_near**2

print(f"cell side {side} nm, area {A} nm^2, slab thickness {d0} nm")
print(f"permittivity {eps0r}, charge +1 e, charge width {s0} nm")
print(f"e/eps0 = {K:.4f} V nm")
print(f"linear coefficient, single: {unit:.5f} eV/nm per defect")
print(f"linear coefficient, pair:   {2*unit:.5f} eV/nm per defect")
print("planar energy per defect in eV: L(nm), single, pair, pair/single")
for L in (4.0, 8.0, 16.0, 32.0):
    p = planar(L)
    print(f"  {L:4.0f}  {p[0]:.4f}  {p[1]/2:.4f}  {p[1]/2/p[0]:.4f}")
print("with lateral part, eV per defect: L(nm), single, pair, pair/single")
for L in (4.0, 8.0, 16.0, 32.0):
    p = planar(L) + lateral(L)
    print(f"  {L:4.0f}  {p[0]:.4f}  {p[1]/2:.4f}  {p[1]/2/p[0]:.4f}")
print(f"lateral part at L=4 nm: single {lat_exact[0]:.4f} eV, "
      f"pair {lat_exact[1]/2:.4f} eV per defect")
print(f"opposite pair, planar, L=4 and 32 nm: {planar(4.0)[2]:.4f}, "
      f"{planar(32.0)[2]:.4f} eV per cell")
print(f"grid increment 16 to 32 nm: single {inc_one:.4f} eV, "
      f"pair {inc_two:.4f} eV per defect, ratio {inc_two/inc_one:.4f}")
print("Ewald slopes, vacuum, L=30 to 60 nm, eV/nm per defect:")
print(f"  single {slope_one:.5f}, equal pair {slope_two:.5f}, "
      f"ratio {slope_two/slope_one:.4f}")
print(f"  opposite pair {slope_opp:.5f}, "
      f"equal pair in doubled area {slope_wide:.5f}")
print(f"grid shift 0.01 to 0.005 nm, lateral part: single "
      f"{1e3*(lat_fine-lat_coarse)[0]:.3f} meV, pair "
      f"{1e3*(lat_fine-lat_coarse)[1]/2:.3f} meV per defect")
print(f"lateral cutoff shift, largest: {1e3*cutoff_shift:.1e} meV per cell")
print("neglected effects: shift at L=4 nm in eV per defect (single, pair),")
print("  then ratio of pair to single increments from 16 to 32 nm")
base = planar(4.0) + lateral(4.0)
for label, d, eps, s in (("permittivity 3 (clamped ions)", d0, 3.0, s0),
                         ("thickness 1.1 nm", 1.1, eps0r, s0),
                         ("charge width 0.15 nm", d0, eps0r, 0.15)):
    shift = planar(4.0, d, eps) + lateral(4.0, d, eps, s) - base
    inc = (planar(32.0, d, eps) + lateral(32.0, d, eps, s)
           - planar(16.0, d, eps) - lateral(16.0, d, eps, s))
    assert abs(inc[1] / 2 / inc[0] - 2) < 0.005
    print(f"  {label}: {shift[0]:+.4f}, {shift[1]/2:+.4f}; {inc[1]/2/inc[0]:.4f}")
print(f"planar field in slab, L=4 nm: single {10*F_in[0]:.2f}, "
      f"pair {10*F_in[1]:.2f} MV/cm (rough breakdown {breakdown:.0f})")
print(f"planar field in vacuum, L=4 nm: single {10*F_out[0]:.1f}, "
      f"pair {10*F_out[1]:.1f} MV/cm")
print(f"local field {r_near} nm from a surface charge: {10*F_near:.1f} MV/cm")
print(f"potential drop across slab, single: {drop:.3f} V (rough gap {gap:.0f} eV)")
print(f"face-to-vacuum potential drop, L=4 nm: single {well[0]:.3f} V, "
      f"pair {well[1]:.3f} V")
print(f"negative pair: drop reaches rough binding {binding:.0f} eV at "
      f"L = {L_spill:.2f} nm")
print("success")
```

Output:

```
cell side 1.5 nm, area 2.25 nm^2, slab thickness 1.0 nm
permittivity 10.0, charge +1 e, charge width 0.1 nm
e/eps0 = 18.0951 V nm
linear coefficient, single: 0.33509 eV/nm per defect
linear coefficient, pair:   0.67019 eV/nm per defect
planar energy per defect in eV: L(nm), single, pair, pair/single
     4  0.6649  1.1351  1.7073
     8  1.8955  3.5928  1.8954
    16  4.5177  8.8358  1.9558
    32  9.8491  19.4977  1.9797
with lateral part, eV per defect: L(nm), single, pair, pair/single
     4  1.4882  1.9675  1.3220
     8  2.7189  4.4252  1.6276
    16  5.3411  9.6681  1.8101
    32  10.6725  20.3301  1.9049
lateral part at L=4 nm: single 0.8234 eV, pair 0.8324 eV per defect
opposite pair, planar, L=4 and 32 nm: 0.3891, 0.4008 eV per cell
grid increment 16 to 32 nm: single 5.3313 eV, pair 10.6620 eV per defect, ratio 1.9999
Ewald slopes, vacuum, L=30 to 60 nm, eV/nm per defect:
  single 0.33509, equal pair 0.66907, ratio 1.9967
  opposite pair 0.00112, equal pair in doubled area 0.33454
grid shift 0.01 to 0.005 nm, lateral part: single 0.539 meV, pair 0.538 meV per defect
lateral cutoff shift, largest: 3.0e-11 meV per cell
neglected effects: shift at L=4 nm in eV per defect (single, pair),
  then ratio of pair to single increments from 16 to 32 nm
  permittivity 3 (clamped ions): +1.6500, +1.4620; 1.9986
  thickness 1.1 nm: -0.0448, -0.1112; 1.9998
  charge width 0.15 nm: -0.3822, -0.3841; 1.9999
planar field in slab, L=4 nm: single 4.89, pair 2.00 MV/cm (rough breakdown 10)
planar field in vacuum, L=4 nm: single 31.4, pair 60.2 MV/cm
local field 0.3 nm from a surface charge: 29.1 MV/cm
potential drop across slab, single: 0.389 V (rough gap 8 eV)
face-to-vacuum potential drop, L=4 nm: single 2.461 V, pair 4.524 V
negative pair: drop reaches rough binding 3 eV at L = 3.18 nm
success
```
